# Electron transfer into a thin channel at a modulation-doped oxide heterojunction: verification in Python

```python
"""
Result under test: electron sheet density n transferred from a doped barrier
to a thin undoped channel at T = 0 (one subband, hard walls, Hartree):
  n = N [ -S + sqrt(S^2 + 2 eps_b (offset - depth - E0) / (e^2 N)) ]
  S = spacer + kappa*width*eps_b/eps_c + eps_b/(e^2 D)
N: donor density; depth: donor depth below the barrier conduction band;
offset: conduction-band offset; width: channel thickness; E0: empty-well
ground energy; D: two-dimensional density of states with spin;
kappa = 1/3 + 5/(8 pi^2). Internal units: nm and eV.
"""
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid, quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

COULOMB = sc.e / sc.epsilon_0 * 1e9              # e^2/eps0 in eV nm
H_FREE = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18  # hbar^2/2m_e in eV nm^2
K_B = sc.k / sc.e
KAPPA = 1 / 3 + 5 / (8 * np.pi**2)
SECOND = (8 / (9 * np.pi**2))**2 / 3 + (5 / (16 * np.pi**2))**2 / 8

base = SimpleNamespace(offset=0.40, depth=0.10, donors=0.002, spacer=3.0,
                       width=5.0, mass=0.28, eps_b=10.0, eps_c=10.0)


def vary(**changes):
    return SimpleNamespace(**{**vars(base), **changes})


def cumulative(y, x):
    return cumulative_trapezoid(y, x, initial=0)


def scales(p):
    h = H_FREE / p.mass
    return h, 1 / (2 * np.pi * h), np.pi**2 * h / p.width**2


def closed_form(p):
    h, dos, e0 = scales(p)
    s_eff = (p.spacer + KAPPA * p.width * p.eps_b / p.eps_c
             + p.eps_b / (COULOMB * dos))
    drive = p.offset - p.depth - e0
    if drive <= 0:
        return 0.0, s_eff
    root = np.sqrt(s_eff**2 + 2 * p.eps_b * drive / (COULOMB * p.donors))
    return p.donors * (root - s_eff), s_eff


def channel(p, n, kT=0.0):
    """Self-consistent Hartree channel in a sine basis; band edge 0 at z=0."""
    h, dos, e0 = scales(p)
    z = np.linspace(0, p.width, 2001)
    dz = z[1] - z[0]
    j = np.arange(1, 13)
    basis = np.sqrt(2 / p.width) * np.sin(np.outer(j, np.pi * z / p.width))
    kinetic = e0 * j**2
    density = basis[0]**2
    for _ in range(200):
        beyond = 1 - cumulative(density, z)
        potential = cumulative(COULOMB * n / p.eps_c * beyond, z)
        matrix = np.diag(kinetic) + (basis * potential * dz) @ basis.T
        levels, vectors = np.linalg.eigh(matrix)
        waves = vectors.T @ basis
        if kT:
            def filling(mu):
                return dos * kT * np.logaddexp(0, (mu - levels) / kT)
            mu = brentq(lambda m: filling(m).sum() - n,
                        levels[0] - 1, levels[0] + 1, xtol=1e-13)
            share = filling(mu) / n
        else:
            mu = levels[0] + n / dos
            share = np.eye(len(j))[0]
        new = share @ waves**2
        change = np.max(np.abs(new - density)) * p.width
        density = 0.5 * (density + new)
        if change < 1e-10:
            break
    else:
        raise RuntimeError("channel iteration did not converge")
    field_integral = cumulative(beyond**2, z)[-1]
    energy = (n * (vectors[:, 0]**2 @ kinetic)
              + COULOMB * n**2 / (2 * p.eps_c) * field_integral)
    return SimpleNamespace(mu=mu, levels=levels, density=density, z=z,
                           share=share, energy=energy)


def barrier_statistics(p, kT):
    """Bulk Fermi depth, free density, and edge depth as function of n."""
    h = H_FREE / p.mass
    band_states = 2 * (kT / (4 * np.pi * h))**1.5

    def charge(eta):
        ionized = p.donors / (1 + 2 * np.exp((p.depth - eta) / kT))
        return ionized - band_states * np.exp(-eta / kT)
    bulk = brentq(charge, 0, 0.5, xtol=1e-14)
    eta = np.linspace(bulk, 1.0, 20001)
    integral = cumulative(charge(eta), eta)

    def edge(n):
        return np.interp(COULOMB * n**2 / (2 * p.eps_b), integral, eta)
    return bulk, band_states * np.exp(-bulk / kT), edge


def hartree_density(p, kT=0.0):
    """Density that equalizes the Fermi levels, hard-wall channel."""
    if kT:
        edge = barrier_statistics(p, kT)[2]
    else:
        def edge(n):
            return p.depth + COULOMB * n**2 / (2 * p.eps_b * p.donors)

    def mismatch(n):
        return (p.offset - COULOMB * n * p.spacer / p.eps_b - edge(n)
                - channel(p, n, kT).mu)
    guess = closed_form(p)[0]
    return brentq(mismatch, 0.5 * guess, 1.5 * guess, xtol=1e-10)


def junction(p, extra_wall=0.0):
    """Real-space Poisson-Schroedinger solution of the whole junction.

    The neutral barrier band edge is the energy zero. Trial densities stay
    in a range where the channel state is bound below that edge; at much
    higher density the lowest state would belong to the barrier.
    """
    h, dos, _ = scales(p)
    dz = 0.05
    top = round(p.width / dz)
    index = np.arange(-400, top + 121)
    z = index * dz
    inside = np.where((index > 0) & (index < top), 1.0, 0.0)
    inside[(index == 0) | (index == top)] = 0.5
    inverse_eps = inside / p.eps_c + (1 - inside) / p.eps_b
    off_diagonal = np.full(len(z) - 1, -h / dz**2)

    def solve(n):
        depleted = n / p.donors
        positive = p.donors * np.clip(z + p.spacer + depleted, 0, depleted)
        density = np.where(inside > 0, np.sin(np.pi * z / p.width)**2, 0)
        density *= 2 / p.width
        for _ in range(200):
            slope = COULOMB * inverse_eps * (
                positive - n * cumulative(density, z))
            edge = cumulative(slope, z) - p.offset * inside
            diagonal = 2 * h / dz**2 + edge + extra_wall * (1 - inside)
            level, wave = eigh_tridiagonal(diagonal, off_diagonal,
                                           select="i", select_range=(0, 0))
            new = wave[:, 0]**2 / dz
            change = np.max(np.abs(new - density)) * p.width
            density = 0.5 * (density + new)
            if change < 1e-7:
                break
        else:
            raise RuntimeError("junction iteration did not converge")
        return level[0] + n / dos + p.depth, density
    guess = closed_form(p)[0]
    n = brentq(lambda x: solve(x)[0], 0.8 * guess, 1.2 * guess, xtol=1e-9)
    density = solve(n)[1]
    total = cumulative(density, z)
    in_channel = total[index == top][0] - total[index == 0][0]
    in_donors = np.interp(-p.spacer, z, total)
    return n, 1 - in_channel, in_donors


# Closed-form example and its energy scales
h, dos, e0 = scales(base)
n_closed, s_eff = closed_form(base)
depletion = n_closed / base.donors
field = COULOMB * n_closed / base.eps_c
response = base.eps_b / (COULOMB * (s_eff + depletion))
second_shift = -3 * SECOND * (field * base.width)**2 / e0

# Weak-field channel: first- and second-order confinement energy
n_weak = 0.05 * e0 * base.eps_c / (COULOMB * base.width)
drop_weak = COULOMB * n_weak * base.width / base.eps_c
extra = channel(base, n_weak).levels[0] - e0
assert abs(extra / drop_weak / KAPPA - 1) < 3e-3
second_ratio = (extra - KAPPA * drop_weak) / (-3 * SECOND * drop_weak**2 / e0)
assert abs(second_ratio - 1) < 0.01

# Eigenvalue is the derivative of the total channel energy
step = 1e-3 * n_closed
slope = (channel(base, n_closed + step).energy
         - channel(base, n_closed - step).energy) / (2 * step)
state = channel(base, n_closed)
assert abs(slope - state.levels[0]) < 1e-5

# Transferred density: two numerical roads against the closed form
n_hartree = hartree_density(base)
n_grid = junction(base, extra_wall=1e7)[0]
assert abs(n_grid / n_hartree - 1) < 1e-3
assert abs(n_closed / n_hartree - 1) < 0.02
n_second = n_closed - second_shift * response
assert abs(n_second / n_hartree - 1) < 2e-3
other = vary(offset=0.6, depth=0.05, donors=0.005, spacer=1.0, width=3.0,
             mass=0.20, eps_b=12.0, eps_c=9.0)
n_other = junction(other, extra_wall=1e7)[0]
assert abs(closed_form(other)[0] / n_other - 1) < 0.01

# Series-capacitance response from self-consistent finite differences
numeric_response = (hartree_density(vary(offset=0.41))
                    - hartree_density(vary(offset=0.39))) / 0.02
assert abs(numeric_response / response - 1) < 0.03

# Low-temperature donor statistics: the depletion edge sits at the donor level
cold = K_B * 20
cold_bulk, _, cold_edge = barrier_statistics(base, cold)
bending = COULOMB * n_closed**2 / (2 * base.eps_b * base.donors)
assert abs(cold_edge(n_closed) - bending - base.depth
           - cold * np.log(2)) < 0.1 * cold
assert cold_bulk < 0.8 * base.depth

# Only one subband is occupied at T = 0
gap = state.levels[1] - state.levels[0]
assert n_closed / dos < gap

# Neglected effects: finite walls and room temperature
n_finite, outside, in_donors = junction(base)
assert outside < 0.5                              # a channel state
warm = K_B * 300
n_warm = hartree_density(base, warm)
upper_share = 1 - channel(base, n_warm, warm).share[0]
free_barrier = barrier_statistics(base, warm)[1]

# Exchange at the Fermi circle, with the finite thickness of the layer
k_fermi = np.sqrt(2 * np.pi * n_closed)
q = np.linspace(0, 2 * k_fermi, 401)
z_coarse = state.z[::10]
weight = state.density[::10] * (z_coarse[1] - z_coarse[0])
distance = np.abs(z_coarse[:, None] - z_coarse[None, :])
form = np.array([weight @ np.exp(-x * distance) @ weight for x in q])
angle = 2 * np.arccos(np.clip(q / (2 * k_fermi), 0, 1))
prefactor = COULOMB / (8 * np.pi**2 * base.eps_c)
exchange = prefactor * cumulative(angle * form, q)[-1]
sheet_exchange = prefactor * cumulative(angle, q)[-1]
known_sheet = COULOMB * k_fermi / (2 * np.pi**2 * base.eps_c)
assert abs(sheet_exchange / known_sheet - 1) < 2e-3

# Random donors: screened potential fluctuation at the channel middle
q_screen = COULOMB * dos / (2 * base.eps_c)
near = base.spacer + base.width / 2
far = near + depletion


def fluctuation(x):
    layers = (np.exp(-2 * x * near) - np.exp(-2 * x * far)) / 2
    return layers * (COULOMB / (2 * base.eps_c) / (x + q_screen))**2


variance = base.donors / (2 * np.pi) * quad(fluctuation, 0, 10, limit=200)[0]
bohr = 4 * np.pi * 2 * h * base.eps_b / COULOMB
n_heavy = closed_form(vary(mass=1.1 * base.mass))[0]
n_metallic = closed_form(vary(depth=0.0))[0]
breakdown_rough = 8.0                             # MV/cm, rough input
barrier_field = 10 * COULOMB * n_closed / base.eps_b


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


def percent(value, reference):
    return 100 * (value / reference - 1)


show("Band offset (rough input)", base.offset, "eV")
show("Donor depth (rough input)", base.depth, "eV")
show("Donor density (rough input)", base.donors * 1e3, "1e18 cm^-3")
show("Spacer thickness", base.spacer, "nm", 1)
show("Channel thickness", base.width, "nm", 1)
show("Electron mass (rough input)", base.mass, "m_e", 2)
show("Relative permittivity, both layers (rough)", base.eps_b, "", 1)
show("Confinement coefficient kappa", KAPPA, "", 4)
show("Second-order coefficient C", SECOND, "", 5)
show("Density of states", dos * 100, "1e12 cm^-2 eV^-1", 1)
show("Empty-well energy E0", e0 * 1e3, "meV", 1)
show("Quantum-capacitance length", base.eps_b / (COULOMB * dos), "nm")
show("Confinement length kappa*t", KAPPA * base.width, "nm")
show("Effective spacer S", s_eff, "nm")
show("Depletion width", depletion, "nm")
show("Closed-form density", n_closed * 100, "1e12 cm^-2")
show("Closed-form charge", n_closed * 1e20 * sc.e, "uC/cm2")
show("Budget: spacer", COULOMB * n_closed * base.spacer / base.eps_b * 1e3,
     "meV", 1)
show("Budget: depletion", bending * 1e3, "meV", 1)
show("Budget: Hartree confinement", KAPPA * field * base.width * 1e3,
     "meV", 1)
show("Budget: subband filling", n_closed / dos * 1e3, "meV", 1)
show("Closed-form dn/d(offset)", response * 100, "1e12 cm^-2 eV^-1", 2)
show("Numerical dn/d(offset)", numeric_response * 100,
     "1e12 cm^-2 eV^-1", 2)
show("Weak-field second-order test ratio", second_ratio, "", 4)
show("Field energy F*t over E0", field * base.width / e0, "", 2)
show("Second-order level shift", second_shift * 1e3, "meV", 2)
show("Density with second-order shift", n_second * 100, "1e12 cm^-2", 4)
show("Hartree density, sine basis", n_hartree * 100, "1e12 cm^-2", 4)
show("Hartree density, real space", n_grid * 100, "1e12 cm^-2", 4)
print(f"Second case: offset {other.offset} eV, donor depth {other.depth} eV,"
      f" donors {other.donors * 1e3:.1f}e18 cm^-3")
print(f"Second case: spacer {other.spacer} nm, channel {other.width} nm,"
      f" mass {other.mass} m_e, eps {other.eps_b} / {other.eps_c}")
show("Second case, closed form", closed_form(other)[0] * 100, "1e12 cm^-2")
show("Second case, real space", n_other * 100, "1e12 cm^-2")
show("Gap to second subband", gap * 1e3, "meV", 1)
show("Finite-wall density", n_finite * 100, "1e12 cm^-2")
show("Finite-wall change from hard wall", percent(n_finite, n_hartree),
     "%", 1)
show("Probability outside channel", outside * 100, "%", 2)
print(f"Probability in doped region: {in_donors:.2e}")
show("Density at 300 K, hard walls", n_warm * 100, "1e12 cm^-2")
show("Change at 300 K from T=0", percent(n_warm, n_hartree), "%", 1)
show("Thermal energy at 300 K", warm * 1e3, "meV", 1)
show("Upper-subband share at 300 K", upper_share * 100, "%", 2)
show("Free electrons in neutral barrier, 300 K", free_barrier * 1e3,
     "1e18 cm^-3")
show("Exchange lowering at Fermi level", exchange * 1e3, "meV", 1)
show("Density change from exchange, linear estimate",
     100 * exchange * response / n_closed, "%", 1)
show("Density change for 10% heavier mass", percent(n_heavy, n_closed),
     "%", 1)
show("Donor overlap N^(1/3)*a_B", base.donors**(1 / 3) * bohr, "", 3)
show("Density for zero donor depth", n_metallic * 100, "1e12 cm^-2")
show("Random-donor potential, rms", np.sqrt(variance) * 1e3, "meV", 2)
show("Largest barrier field", barrier_field, "MV/cm")
show("Breakdown field (rough input)", breakdown_rough, "MV/cm", 1)
show("Barrier field over breakdown field",
     100 * barrier_field / breakdown_rough, "%", 1)
print("tests ok")
```

It prints:

```
Band offset (rough input): 0.400 eV
Donor depth (rough input): 0.100 eV
Donor density (rough input): 2.000 1e18 cm^-3
Spacer thickness: 3.0 nm
Channel thickness: 5.0 nm
Electron mass (rough input): 0.28 m_e
Relative permittivity, both layers (rough): 10.0
Confinement coefficient kappa: 0.3967
Second-order coefficient C: 0.00283
Density of states: 117.0 1e12 cm^-2 eV^-1
Empty-well energy E0: 53.7 meV
Quantum-capacitance length: 0.472 nm
Confinement length kappa*t: 1.983 nm
Effective spacer S: 5.456 nm
Depletion width: 7.423 nm
Closed-form density: 1.485 1e12 cm^-2
Closed-form charge: 0.238 uC/cm2
Budget: spacer: 80.6 meV
Budget: depletion: 99.7 meV
Budget: Hartree confinement: 53.3 meV
Budget: subband filling: 12.7 meV
Closed-form dn/d(offset): 4.29 1e12 cm^-2 eV^-1
Numerical dn/d(offset): 4.34 1e12 cm^-2 eV^-1
Weak-field second-order test ratio: 1.0005
Field energy F*t over E0: 2.50
Second-order level shift: -2.85 meV
Density with second-order shift: 1.4969 1e12 cm^-2
Hartree density, sine basis: 1.4963 1e12 cm^-2
Hartree density, real space: 1.4964 1e12 cm^-2
Second case: offset 0.6 eV, donor depth 0.05 eV, donors 5.0e18 cm^-3
Second case: spacer 1.0 nm, channel 3.0 nm, mass 0.2 m_e, eps 12.0 / 9.0
Second case, closed form: 3.357 1e12 cm^-2
Second case, real space: 3.368 1e12 cm^-2
Gap to second subband: 158.0 meV
Finite-wall density: 1.611 1e12 cm^-2
Finite-wall change from hard wall: 7.6 %
Probability outside channel: 2.33 %
Probability in doped region: 5.13e-06
Density at 300 K, hard walls: 1.496 1e12 cm^-2
Change at 300 K from T=0: -0.0 %
Thermal energy at 300 K: 25.9 meV
Upper-subband share at 300 K: 0.29 %
Free electrons in neutral barrier, 300 K: 0.260 1e18 cm^-3
Exchange lowering at Fermi level: 22.5 meV
Density change from exchange, linear estimate: 6.5 %
Density change for 10% heavier mass: 1.7 %
Donor overlap N^(1/3)*a_B: 0.238
Density for zero donor depth: 1.883 1e12 cm^-2
Random-donor potential, rms: 2.22 meV
Largest barrier field: 0.269 MV/cm
Breakdown field (rough input): 8.0 MV/cm
Barrier field over breakdown field: 3.4 %
tests ok
```
